# Nonadiabatic Polaron Hopping with Phonons Near One Energy

## 1. Definitions and conventions

A carrier sits on one of two sites, $|1\rangle$ or $|2\rangle$, of equal energy. Each site has its own equilibrium arrangement of the surrounding ions. The Hamiltonian is

$$H=|1\rangle\langle1|H_1+|2\rangle\langle2|H_2+J\big(|1\rangle\langle2|+|2\rangle\langle1|\big),\tag{1}$$

where the electronic coupling $J$ is real and independent of the ionic positions. The ions move harmonically, with the same frequencies in both charge states. Measuring displacements from the equilibrium of site 1 and omitting the common zero-point energy,

$$H_1=\sum_q\hbar\omega_q b_q^\dagger b_q,\qquad H_2=\sum_q\hbar\omega_q(b_q^\dagger-d_q)(b_q-d_q),\tag{2}$$

with real $d_q$. The energy of $H_2$ in the ground state of $H_1$ is the reorganization energy:

$$\lambda=\sum_q\hbar\omega_qS_q,\qquad S_q=d_q^2.\tag{3}$$

All $\omega_q$ lie near one angular frequency $\omega$, so $S=\sum_qS_q\simeq\lambda/\hbar\omega$. This $S$ belongs to the whole hop. If each site has its own mode, displaced by $g$ when occupied, the hop changes two modes. Then $\lambda=2\hbar\omega g^2$, twice the binding energy $\hbar\omega g^2$ of one polaron.

With $\beta=1/kT$, define

$$x=\frac{\hbar\omega}{kT},\qquad z=\frac{S}{\sinh(x/2)},\tag{4}$$

and $x_q=\hbar\omega_q/kT$. The rate to be derived, valid for $z\gg1$, is

$$k_{\rm sp}=\frac{J^2}{\hbar^2\omega}\sqrt{\frac{2\pi\sinh(x/2)}{S}}\;e^{-S\tanh(x/4)}.\tag{5}$$

It also needs a small spread of phonon energies, for a reason that appears in Section 4.

## 2. The rate as a time integral

Initially the carrier is on site 1 and the phonons are in equilibrium under $H_1$. To first order in $J$, the interaction-picture amplitude on site 2 is

$$-\frac{iJ}{\hbar}\int_0^t dt'\,e^{iH_2t'/\hbar}e^{-iH_1t'/\hbar}|\psi\rangle .$$

Its squared norm, averaged over the initial phonon states, is

$$P_2(t)=\frac{J^2}{\hbar^2}\int_0^t\!dt''\int_0^t\!dt'\,C(t''-t'),\quad C(s)=\big\langle e^{iH_1s/\hbar}e^{-iH_2s/\hbar}\big\rangle_1.\tag{6}$$

The average depends on the time difference alone because the initial density operator commutes with $H_1$. Differentiating both upper limits gives

$$\frac{dP_2}{dt}=\frac{J^2}{\hbar^2}\int_{-t}^{t}C(s)\,ds.\tag{7}$$

A rate exists if this integral settles to a constant while the first-order amplitude is still adequate.

## 3. The phonon correlation function

Take one mode and drop its label. The operator $D=e^{d(b^\dagger-b)}$ satisfies $DbD^\dagger=b-d$, so $H_2=DH_1D^\dagger$. With $\theta=\omega s$,

$$C=\langle e^{A}e^{B}\rangle,\quad A=d(b^\dagger e^{i\theta}-be^{-i\theta}),\quad B=-d(b^\dagger-b).$$

The commutator is a number:

$$[A,B]=-d^2(e^{i\theta}-e^{-i\theta})=-2id^2\sin\theta .$$

Therefore $e^Ae^B=e^{A+B}e^{-id^2\sin\theta}$. The sum is $A+B=\alpha b^\dagger-\alpha^*b$, with $\alpha=d(e^{i\theta}-1)$ and $|\alpha|^2=2d^2(1-\cos\theta)$.

The phase of $\alpha$ can be absorbed into $b$ without changing the thermal state. It remains to find $F(\mu)=\langle e^X\rangle$ for $X=\mu(b^\dagger-b)$, with $\mu=|\alpha|$. Two facts suffice. First, $be^X=e^X(b+\mu)$ and $b^\dagger e^X=e^X(b^\dagger+\mu)$. Second, the thermal density operator $\rho$ obeys $b\rho=e^{-x}\rho b$ and $b^\dagger\rho=e^x\rho b^\dagger$. Cyclic permutation under the trace then gives

$$\langle be^X\rangle=e^{-x}\langle be^X\rangle+\mu F,\qquad
\langle b^\dagger e^X\rangle=e^x\langle b^\dagger e^X\rangle+\mu F.$$

With $n=1/(e^x-1)$, the solutions are $(n+1)\mu F$ and $-n\mu F$. Hence

$$F'(\mu)=\langle(b^\dagger-b)e^X\rangle=-(2n+1)\mu F,\qquad F=e^{-(n+1/2)\mu^2}.$$

Since $2n+1=\coth(x/2)$ and independent modes multiply,

$$C(s)=\exp\Big\{-\sum_qS_q\Big[\coth\frac{x_q}{2}(1-\cos\omega_qs)+i\sin\omega_qs\Big]\Big\}.\tag{8}$$

The cosine part describes loss of overlap through thermal and zero-point motion. The sine part carries the energy mismatch $\lambda$ of a vertical transition. On the real time axis this rapid phase produces strong cancellation, and the small rate is what survives it.

Set $s=\tau-i\hbar\beta/2$, so that $\omega_qs=\omega_q\tau-ix_q/2$. With $c=\cosh(x_q/2)$ and $h=\sinh(x_q/2)$,

$$\frac{c}{h}\cos\omega_qs-i\sin\omega_qs
=\Big(\frac{c^2}{h}-h\Big)\cos\omega_q\tau+i(c-c)\sin\omega_q\tau=\frac{\cos\omega_q\tau}{h}.$$

The phase has disappeared:

$$C=\exp\Big\{-\sum_qS_q\coth\frac{x_q}{2}+\sum_q\frac{S_q\cos\omega_q\tau}{\sinh(x_q/2)}\Big\}.\tag{9}$$

This is positive and even in $\tau$, with its largest value at $\tau=0$.

## 4. Why one sharp phonon energy gives no steady first-order rate

For a single frequency, $C$ has period $2\pi/\omega$. Integrate over one period, from $-\pi/\omega$ to $\pi/\omega$. $C$ is analytic, and its values on the two vertical sides of the shifted contour are equal, so the side contributions cancel. Equation (9) then gives

$$k_1=\frac{J^2}{\hbar^2}e^{-S\coth(x/2)}\int_{-\pi/\omega}^{\pi/\omega}e^{z\cos\omega\tau}d\tau
=\frac{2\pi J^2}{\hbar^2\omega}e^{-S\coth(x/2)}I_0(z),\tag{10}$$

where $I_0$ is the modified Bessel function defined by this integral.

The same quantity follows from phonon states. Let $|n\rangle$ and $|\tilde m\rangle$ be the number states of $H_1$ and $H_2$, and $p_n$ the thermal weights. Then

$$C(s)=\sum_{n,m}p_n|\langle n|\tilde m\rangle|^2e^{i(n-m)\omega s}.\tag{11}$$

Integration over a period keeps $m=n$, so $k_1=(2\pi J^2/\hbar^2\omega)\sum_np_n|\langle n|\tilde n\rangle|^2$. This is Fermi's golden rule with one final level per energy interval $\hbar\omega$.

If the frequency is strictly single, however, the next periods contribute equally. By (7), the flow at $t=3\pi/\omega$ covers three periods and is three times that at $t=\pi/\omega$. An exact solution of the two-site, one-mode problem with $S=20$, $x=1.934$ and $J=10^{-4}\hbar\omega$ gives a ratio of 3.00000. Its flow at the half period agrees with $k_1$ to the six decimals printed. The phonon wave packet returns intact and interferes constructively with the earlier transfer. With the amplitude taken to first order in $J$, the flow therefore keeps growing, and (7) gives no steady rate. This growth ends when $J|\langle n|\tilde n\rangle|t/\hbar$ is no longer small for the phonon levels that carry most of the transfer. These levels can hold a small thermal share, so (7) can fail while site 1 is still almost full.

A band of phonon energies, bounded away from zero, removes this difficulty. At long times the cosines in (8) average out, and so do the sines, leaving $C_\infty=\exp[-\sum_qS_q\coth(x_q/2)]$. This elastic part leaves every phonon number unchanged. It describes coherent motion and is left out of the hopping rate:

$$k=\frac{J^2}{\hbar^2}\int_{-\infty}^{\infty}\big[C(s)-C_\infty\big]ds.\tag{12}$$

The integrand now vanishes at both ends, so the contour may be shifted as before.

How wide must the band be? Let the frequencies have a Gaussian distribution of relative standard width $r$, and neglect the variation of the weights in (9) across it. At $\tau=2\pi/\omega$ the average cosine is $e^{-2\pi^2r^2}$, so the recurrence has height, relative to the central peak,

$$\exp\big[-z(1-e^{-2\pi^2r^2})\big]\simeq e^{-2\pi^2r^2z}\qquad(2\pi^2r^2\ll1).\tag{13}$$

The rate is well represented by the central peak when this is small while $r$ is still small enough to leave that peak nearly unchanged. Large $z$ lets a small $r$ suppress the recurrence, but $x$ must also not be large, because at fixed $x$ the spread changes the central exponent in proportion to $Sr^2$ too. For $x\ll1$ this change is slight. The central exponent is $\sum_q(\lambda_q/kT)\tanh(x_q/4)/x_q$, where $\lambda_q=\hbar\omega_qS_q$ and $\tanh(x/4)/x=1/4-x^2/192+\dots$. At fixed $\lambda$ and mean energy, the spread raises the mean of $x_q^2$ by $x^2r^2$ and so changes the exponent by only $-Sx^3r^2/192$, whereas the exponent in (13) is $2\pi^2r^2z\simeq4\pi^2r^2S/x$.

## 5. The saddle point

Near $\tau=0$, $\cos\omega\tau=1-\omega^2\tau^2/2+\omega^4\tau^4/24-\dots$. The central peak of (9) gives

$$\int e^{z\cos\omega\tau}d\tau\simeq e^z\int_{-\infty}^{\infty}e^{-z\omega^2\tau^2/2}\Big(1+\frac{z\omega^4\tau^4}{24}\Big)d\tau .$$

The Gaussian integral is $\sqrt{2\pi/z}/\omega$, and its mean of $\tau^4$ is $3/(z\omega^2)^2$. Thus

$$\int e^{z\cos\omega\tau}d\tau=\frac{e^z}{\omega}\sqrt{\frac{2\pi}{z}}\Big[1+\frac1{8z}+O(z^{-2})\Big].\tag{14}$$

The total exponent is $-S\coth(x/2)+z$. Half-angle formulas give

$$\coth\frac x2-\frac1{\sinh(x/2)}=\frac{\cosh(x/2)-1}{\sinh(x/2)}
=\frac{2\sinh^2(x/4)}{2\sinh(x/4)\cosh(x/4)}=\tanh\frac x4.\tag{15}$$

Keeping the leading term of (14) and inserting $z$ from (4) yields (5).

The place of expansion matters. Expanding (8) about real time $s=0$ gives $C\simeq\exp[-iS\omega s-\tfrac12S\omega^2s^2\coth(x/2)]$. Completing the square in its time integral produces the exponential factor

$$\exp\Big[-\frac S2\tanh\frac x2\Big]=\exp\Big[-\frac{S\tanh(x/4)}{1+\tanh^2(x/4)}\Big].\tag{16}$$

Its exponent is smaller in magnitude than that of (5). This short-time approximation amounts to holding the ions still during the transition. The energy gap is linear in the displacements, so its thermal distribution is exactly Gaussian, and (16) is the exponential factor of that distribution at zero gap. What is lost is the change of the gap while the transition takes place. The two exponents agree as $x\to0$.

## 6. High temperature and the activation energy

For $x\ll1$, use $Sx=\lambda/kT$:

$$S\tanh\frac x4\to\frac{\lambda}{4kT},\qquad
\frac1{\hbar\omega}\sqrt{\frac{2\pi\sinh(x/2)}S}\to\frac1{\hbar\omega}\sqrt{\frac{\pi x}{S}}=\sqrt{\frac{\pi}{\lambda kT}}.$$

Equation (5) becomes the Marcus rate for a symmetric hop,

$$k_{\rm M}=\frac{J^2}{\hbar}\sqrt{\frac{\pi}{\lambda kT}}\;e^{-\lambda/4kT}.\tag{17}$$

The phonon frequency has cancelled. The energy $\lambda/4$ is the height at which the two displaced parabolas cross.

The next terms are $\tanh(x/4)=(x/4)(1-x^2/48+\dots)$ and $\sinh(x/2)=(x/2)(1+x^2/24+\dots)$. The exponent and the square root both raise the rate:

$$\ln\frac{k_{\rm sp}}{k_{\rm M}}\simeq\frac{x^2}{48}\Big(1+\frac{\lambda}{4kT}\Big).\tag{18}$$

For $\lambda\gg kT$ the exponent contributes most. Physically, quantum motion lets the ions reach matching configurations more readily than classical thermal motion does.

The slope of an Arrhenius plot of the hopping rate corresponds to $E_A=-d\ln k/d\beta$. A plot of the mobility, which is proportional to the hopping rate divided by $T$, has a slope smaller by $kT$. At fixed $J$, $\lambda$ and $\omega$, differentiation of (5) gives

$$E_A=\frac\lambda4\,{\rm sech}^2\frac x4-\frac{\hbar\omega}{4}\coth\frac x2.\tag{19}$$

The second term comes from the temperature-dependent prefactor. At high temperature $E_A\to\lambda/4-kT/2$. The slope is thus different from both the crossing energy $\lambda/4$ and the quantity $kT\,S\tanh(x/4)$.

## 7. Failure at low temperature

The saddle formula requires $z\gg1$. The temperature at which $z=1$ follows from $\sinh(x/2)=S$:

$$T_{z=1}=\frac{\hbar\omega}{2k\,{\rm arsinh}\,S}.\tag{20}$$

Below it the peak in (9) is too shallow for a Gaussian expansion. As $T\to0$, (5) tends to $(J^2/\hbar^2\omega)\sqrt{\pi/S}\,e^{x/4-S}$, which grows without limit. That growth is an artefact.

For small $z$, $I_0(z)=1+z^2/4+\dots$. When many modes share the coupling, the 1 is the elastic part in the sense of Section 4, and the inelastic remainder starts at $z^2/4$. With literally one mode, every term kept in $k_1$ leaves the phonon number unchanged, and this division has no such meaning. In a phonon band the term of (12) linear in $S_q/\sinh(x_q/2)$ integrates to zero, because there are no zero-energy phonons. The quadratic term survives by absorbing one phonon and emitting another of equal energy. Its magnitude depends on the shape of the band, so no universal one-energy formula replaces (5) there.

## 8. Worked example

Take $\hbar\omega=50$ meV, $\lambda=1$ eV, $J=5$ meV and hop length $a=0.5$ nm. Then $S=20$. At 300 K, $kT=25.85$ meV, $x=1.934$ and $z=17.78$. The factors in (5) are

$$\frac{J^2}{\hbar(\hbar\omega)}=7.60\times10^{11}\ {\rm s^{-1}},\quad
\sqrt{\frac{2\pi}{z}}=0.594,\quad e^{-8.981}=1.26\times10^{-4},$$

and their product is $k_{\rm sp}=5.68\times10^7\ {\rm s^{-1}}$. The one-period result is 0.73% higher, as expected from $1/(8z)=0.70\%$ and smaller terms.

The Marcus exponent is 9.670, and the Marcus rate is $2.64\times10^7\ {\rm s^{-1}}$. The quantum result is larger by a factor 2.15: about 1.99 from the exponent and 1.08 from the prefactor. At 150 K, (5) gives a factor of about 107; there $z$ is only 5.9, so by (13) a wider band is needed to suppress the recurrences than at 300 K. At 1000 K, (18) gives 0.0274 for the logarithmic enhancement, against 0.0290 from the one-period rate. The saddle correction $1/(8z)=0.0018$ slightly exceeds this difference; the higher terms in $x$ omitted from (18) are negative and offset a small part of it. The short-time exponent (16) at 300 K would be 7.47 instead of 8.98, making the exponential factor about 4.5 times too large.

Equation (19) at 300 K gives $199.6-16.7=182.9$ meV; the slope of the Franck–Condon sum is 182.6 meV. The Marcus slope is 237.1 meV. Reading the quantum slope as $\lambda/4$ would therefore underestimate $\lambda$ by about 27% in this one-energy model.

Integration of (12) at 300 K, with mean phonon energy and $\lambda$ held fixed, shows the role of the band. Here $\lambda$ is distributed over phonon energy as a Gaussian cut at four standard widths. For standard widths of 1, 2.5, 5 and 10 meV, the rate divided by $k_{\rm sp}$ is 4.95, 1.96, 1.08 and 1.03. The narrow bands retain recurrences, and their values depend somewhat on the band shape: a cut at three widths gives 4.99, 1.98 and 1.09 for the first three. At 10 meV, (13) estimates the first one at about $6\times10^{-5}$ of the central peak; the variation of the weights in (9), neglected there, lowers it to about $10^{-6}$. The remaining 2.6% contains the 0.7% correction of (14) and a change of the central peak caused by the spread itself.

Equation (20) gives 78.6 K. At 50 K, $z=0.12$, and (5) exceeds the inelastic part of the one-period rate by a factor of about 350. This factor belongs to the one-energy expression: for phonon bands of standard width 5 or 10 meV, (5) exceeds the inelastic rate (12) by a factor of roughly 90. Agreement with the full one-period rate looks much better, $1.27\times10^4$ against $0.99\times10^4\ {\rm s^{-1}}$, but this is misleading: nearly all of the latter is the elastic part.

For a dilute carrier on a cubic array of equal sites, with independent hops at rate $k$ to each neighbour, the mean square displacement along one axis grows as $2a^2kt$. Hence $D=a^2k$, and the Einstein relation gives

$$\mu=\frac{ea^2k}{kT}=\frac{(5\times10^{-8}\,{\rm cm})^2(5.68\times10^7\,{\rm s^{-1}})}{0.02585\ {\rm V}}
=5.5\times10^{-6}\ {\rm cm^2/Vs}.\tag{21}$$

In the fraction $ea^2k/kT$, the $k$ in the numerator is the hopping rate and $kT$ is the thermal energy.

## 9. Size of the neglected effects

**Finite coupling.** In a classical crossing picture, let $P$ be the Landau–Zener probability of changing site in one passage. Summing over returns to the crossing gives the transfer probability

$$P+P(1-P)^2(1+P^2+P^4+\dots)=\frac{2P}{1+P}.$$

The hopping rate obtained by averaging this probability over the thermal flux at the crossing is 0.934 of the Marcus rate at $J=5$ meV and 0.604 at 20 meV. Lowering the barrier by the full $J=5$ meV would act the other way, by a factor 1.21. That shift belongs to the adiabatic limit and serves here as a scale of uncertainty, not as a correction to multiply in.

**Site energies and field.** If the final site lies 50 meV higher, the one-period rate is multiplied by 0.369; if it lies 50 meV lower, by 2.56. A field of 1 MV/cm along the hop produces the same 50 meV drop. With rates proportional to $e^{\pm u}$, $u=eFa/2kT$, the mobility factor is $\sinh u/u=1.16$. Using the two calculated rates instead gives $(2.555-0.369)/2u=1.13$.

**Several phonon energies.** Sharing $\lambda$ equally between bands at 25 and 75 meV, each of standard width 5 meV, gives a 300 K rate 14% above the one-energy value from (5).

**Real oxides.** The chosen $\lambda$ and $\hbar\omega$ are illustrative and not fitted to a particular oxide. Oxygen-2p hole polarons in wide-gap oxides can have a larger $\lambda$, and then a much lower rate. The coupling is deliberately small and the hop rather long: neighbouring oxygen ions are roughly 0.3 nm apart and can couple by tens of meV or more. Raising $J$ to 20 meV at fixed geometry multiplies the Landau–Zener rate by $16\times0.604/0.934\simeq10$, and the nonadiabatic assumption is then already poor. The rate is also sensitive to $\lambda$: a 10% change at fixed $\hbar\omega$ alters the exponential by a factor of about 2.5. In an amorphous film, unequal site energies and a spread of couplings break the assumptions behind (21). The single-hop factors above do not bound their effect: carriers spend most of their time on low-energy sites, which can lower the mobility much further. A film mobility requires an average over the connected network of sites. The value in (21) is therefore a model mobility, not a prediction for a particular film. The main computed values are in the numerical output below.

## Computed values

```
phonon energy = 50.0 meV; reorganization = 1.00 eV
coupling J = 5.0 meV; hop length = 0.50 nm
S = 20.00 (dimensionless); kT at 300 K = 25.852 meV
Columns: T(K), x, z, S tanh(x/4), lambda/4kT,
  then rates in 1/s: saddle, one-period, Marcus
  150 3.8682 5.906 14.9480 19.3409 2.5247e+05 2.5845e+05 2.3593e+03
  200 2.9011 9.923 12.4034 14.5056 2.4811e+06 2.5143e+06 2.5717e+05
  300 1.9341 17.778 8.9812 9.6704 5.6790e+07 5.7202e+07 2.6429e+07
  400 1.4506 25.298 6.9508 7.2528 3.6263e+08 3.6447e+08 2.5679e+08
  600 0.9670 39.794 4.7432 4.8352 2.6294e+09 2.6378e+09 2.3522e+09
 1000 0.5802 67.981 2.8810 2.9011 1.2951e+10 1.2975e+10 1.2604e+10
300 K saddle/Marcus rate = 2.1487
300 K one-period/saddle = 1.00727
300 K kT*S*tanh(x/4) = 232.18 meV
Marcus barrier lambda/4 = 250.00 meV
300 K Arrhenius slope, formula = 182.86 meV
300 K Arrhenius slope, exact sum = 182.61 meV
300 K Marcus slope = 237.07 meV
1000 K ln(one-period/Marcus) = 0.02902
1000 K leading enhancement law = 0.02736
exact flow / one-period rate, half period = 1.000000
exact flow after recurrence / before = 3.00000
300 K golden rule with phonon width / one-energy saddle:
  standard width 1.0 meV: ratio 4.9474
  standard width 2.5 meV: ratio 1.9620
  standard width 5.0 meV: ratio 1.0819
  standard width 10.0 meV: ratio 1.0260
temperature where z = 1: 78.6 K
50 K: z = 0.1208; saddle rate = 1.274e+04 1/s
50 K one-period rate, elastic included = 9.870e+03 1/s
50 K saddle / inelastic one-period rate = 354.5
300 K mobility, cubic array = 5.492e-06 cm2/Vs
Landau-Zener/Marcus rate at J = 5 meV: 0.9340
Landau-Zener/Marcus rate at J = 20 meV: 0.6039
barrier lowered by full J: factor 1.2134
site higher by 50 meV: rate factor 0.3694
site lower by 50 meV: rate factor 2.5551
energy drop per hop at 1 MV/cm = 50.0 meV
mobility factor sinh(u)/u at 1 MV/cm = 1.1633
phonons at 25 and 75 meV / one-energy rate = 1.1357
```
